# How bending p-orbital chains lowers the optical dielectric constant

Q: Our films have an optical dielectric constant very roughly twice as large in the crystalline state as in the amorphous state. I am told that aligned p orbitals are responsible. What model makes that statement precise?

A: Take atoms A and B with site energies $+\Delta$ and $-\Delta$ and three p orbitals each, half filled and spin degenerate. Each atom has three mutually orthogonal short bonds (length $d_1$, hopping $t_1$) and three mutually orthogonal long bonds ($d_2$, $t_2$), all joining A to B. I keep σ hopping alone, so a bond with unit vector $\hat d$ has the $3\times3$ block $t\,\hat d\hat d^{T}$: it couples $p_{\hat d}$ on one atom to $p_{\hat d}$ on the other. The sign of $t$ is removed by changing the sign of all B orbitals. The network is a Bethe lattice, a tree without rings. Bonds are directed from A to B when short and from B to A when long, so each atom has an incoming and an outgoing triad, related by a rotation $R$. With $R=1$ the network falls apart into straight chains, as a σ-only rocksalt-type crystal with straight bonds does.

Electrons are independent and position is diagonal in the atoms. A field $\mathcal E$ adds $V=\mathbf F\cdot\mathbf x$ with $\mathbf F=e\mathcal E$, the electron charge being $-e$. An occupied state changes by $\delta v=-\sum_m |m\rangle V_{mv}/(E_m-E_v)$. In $\delta\langle O\rangle=\sum_v 2\,\mathrm{Re}\langle v|O|\delta v\rangle$ the terms with $m$ occupied cancel in pairs, since the denominator is odd under $m\leftrightarrow v$. With a factor 2 for spin,
$$\delta\langle O\rangle=-4\,\mathrm{Re}\sum_{cv}\frac{O_{vc}V_{cv}}{E_c-E_v}.$$
The dipole is $-e\,\delta\langle x\rangle$. Dividing by $\varepsilon_0\mathcal E$ and by the volume $\Omega$ per AB pair, held fixed, gives
$$\varepsilon_\infty-1=\frac{e^2}{\varepsilon_0\Omega}\,\alpha,\qquad \alpha=4\sum_{cv}\frac{|x_{cv}|^2}{E_c-E_v}\ \text{ per pair}.$$
Local fields, s states and core polarization are left out.

Q: In what sense is the matrix element of a straight chain large?

A: For a field along $x$ one chain per pair responds, since the other two have no bond component along $x$. With Bloch phases $e^{ikx_i}$ and period $a=d_1+d_2$,
$$H(k)=\begin{pmatrix}\Delta&h\\ h^*&-\Delta\end{pmatrix},\quad h=t_1e^{ikd_1}+t_2e^{-ikd_2},\quad E=\sqrt{\Delta^2+|h|^2}.$$
The bands are $\pm E$. Since $|h|^2=t_1^2+t_2^2+2t_1t_2\cos ka$ is least at $ka=\pi$, the gap is $E_g=2\sqrt{\Delta^2+(t_1-t_2)^2}$. Because $[H,x]_{ij}=H_{ij}(x_j-x_i)$, the commutator is $-iH'(k)$, and $[H,x]_{cv}=2E\,x_{cv}$ gives $|x_{cv}|=|H'_{cv}|/2E$. The matrix $H'$ is off-diagonal, so $H'^2=|h'|^2$, and therefore $|H'_{vv}|^2+|H'_{cv}|^2=|h'|^2$. The diagonal element is the band slope, $H'_{vv}=-E'=-\mathrm{Re}(h^*h')/E$. Hence
$$\alpha_0=4\left\langle\frac{|h'|^2-(\mathrm{Re}\,h^*h')^2/E^2}{(2E)^3}\right\rangle_k .$$
Here $|h'|^2=t_1^2d_1^2+t_2^2d_2^2-2t_1t_2d_1d_2\cos ka$ and $\mathrm{Re}\,h^*h'=\tfrac12(|h|^2)'=-t_1t_2a\sin ka$. At $ka=\pi$ the slope vanishes and
$$|x_{cv}|=\frac{t_1d_1+t_2d_2}{E_g},$$
which grows without limit as the gap closes. Setting $t_2=0$ gives the isolated bond, $|x_{cv}|=d_1t_1/\big(2\sqrt{\Delta^2+t_1^2}\big)\le d_1/2$.

For a small gap put $m=E_g/2\ll t_1\approx t_2$, $\kappa=k-\pi/a$ and $\hbar v=a\sqrt{t_1t_2}$. To leading order $E^2=m^2+(\hbar v\kappa)^2$, $|h'|^2=(\hbar v)^2$ and $\mathrm{Re}\,h^*h'=(\hbar v)^2\kappa$, so the numerator is $(\hbar v)^2m^2/E^2$. With $\int d\kappa\,E^{-5}=4/(3m^4\hbar v)$ over all $\kappa$,
$$\alpha_0\to4\,\frac{a}{2\pi}\,\frac{(\hbar v)^2m^2}{8}\,\frac{4}{3m^4\hbar v}=\frac{4a\hbar v}{3\pi E_g^2}.$$

Q: Now bend the chains. I would expect the overlap to weaken and the gap to open, in which case this is a gap effect.

A: In this model the spectrum does not change. Pick a short bond $b$ with direction $\hat d_0$, and let $\varphi_0$ and $\varphi_1$ be $p_{\hat d_0}$ on its A and B atoms. Let $\hat l_j$ be the outgoing long bonds of that B atom. Their hopping takes $\varphi_1$ to $t_2\varphi_2$, where
$$\varphi_2=\sum_{j}(\hat d_0\cdot\hat l_j)\,p_{\hat l_j}\ \text{ on the atom at the end of bond } j .$$
Its norm is $\sum_j(\hat d_0\cdot\hat l_j)^2=1$ because the triad is orthonormal. The other two short bonds of B are perpendicular to $\hat d_0$ and do not act on $\varphi_1$, so $H\varphi_1=-\Delta\varphi_1+t_1\varphi_0+t_2\varphi_2$. Acting on $\varphi_2$, the long bonds return $t_2\sum_j(\hat d_0\cdot\hat l_j)p_{\hat l_j}=t_2\,p_{\hat d_0}$ on B, which is $t_2\varphi_1$ by completeness of the triad. The short bonds carry it on to $t_1\varphi_3$, built with a second direction cosine. The same holds at every step and in the backward direction. On a tree different $\varphi_n$ sit on different atoms, so they are orthonormal, and $H$ acts on them as the straight chain does, whatever the rotations. A long bond seeds such a chain in the same way.

The span of the $\varphi_n$ is invariant under the Hermitian $H$, so eigenstates can be chosen inside it or orthogonal to it. The local density of states of $\varphi_0$ and $\varphi_1$, and the bond energy $\langle h_b\rangle$ of $h_b=t_b(|\varphi_0\rangle\langle\varphi_1|+\text{h.c.})$, are then those of the chain. The three short-bond orbitals of an atom are a complete basis, so the total density of states and the gap are independent of the angles. Bending takes hopping away from the straight continuation and hands it to the two side branches. This needs orthogonal triads: in a skewed triad $\sum_j(\hat d_0\cdot\hat l_j)^2$ differs from 1 for a general direction $\hat d_0$, and the effective hopping changes.

Q: If the spectrum is fixed, where do the angles enter?

A: Through the position operator. Let $Q_b$ project on all atoms beyond bond $b$. On a tree an atom's position is the sum of the bond vectors leading to it, and the total charge is conserved, so the induced $\delta\langle\mathbf x\rangle$ equals $\sum_b\mathbf d_b\,\delta N_b$ with $\delta N_b=\delta\langle Q_b\rangle$. Bond $b$ is the single link across the cut, so
$$[H,Q_b]=j_b=t_b\big(|\varphi_0\rangle\langle\varphi_1|-|\varphi_1\rangle\langle\varphi_0|\big),\qquad Q_{b,cv}=\frac{j_{b,cv}}{E_c-E_v}.$$
This vanishes unless both $c$ and $v$ lie in the chain subspace, so $V$ is needed there alone. Its elements are $\langle\varphi_n|\mathbf x|\varphi_{n'}\rangle=\delta_{nn'}\mathbf X_n$, with $\mathbf X_n$ the mean position weighted by squared direction cosines. A potential $\mathbf F\cdot\mathbf X_n$ on a chain is a constant plus steps, $\sum_n\mathbf F\cdot\mathbf D_n\,Q_{b+n}$, with $\mathbf D_n=\mathbf X_{n+1}-\mathbf X_n$ and $Q_{b+n}$ projecting on chain sites beyond $n$. The response formula gives, for each realization of the angles,
$$\delta N_b=-\sum_nK_{b,n}\,\mathbf F\cdot\mathbf D_n,\qquad K_{b,n}=4\sum_{cv}\frac{Q_{b,vc}\,Q_{b+n,cv}}{E_c-E_v},$$
where $K$ belongs to the straight chain and its eigenstates are taken real. The tensor is $\alpha_{\mu\nu}=\sum_{b,n}d_{b\mu}K_{b,n}D_{n\nu}$. The isotropic average takes a third of the trace, and there are three bonds of each kind per pair, so the factors cancel. Writing $\langle\mathbf d_b\cdot\mathbf D_n\rangle=d_b\,d_{b+n}\,C_{|n|}$,
$$\varepsilon_\infty-1=\frac{e^2}{\varepsilon_0\Omega}\sum_{b=s,l}\sum_nK_{b,n}\,d_b\,d_{b+n}\,C_{|n|}.$$
The large matrix element of the straight chains is the case $C_n=1$, in which the dipoles of many bonds add along one line.

Q: How does $C_n$ depend on a bond angle I could measure?

A: Let each $R$ be an independent rotation by a fixed angle $\omega$ about an isotropic axis $\hat n$. The bend $\theta$ of a chain obeys $\cos\theta=R_{11}=c+(1-c)n_1^2$ with $c=\cos\omega$. Since $n_1$ is uniform on $[-1,1]$, $\langle n_1^{2p}\rangle=1/(2p+1)$, and expanding the cube gives
$$\lambda_1\equiv\langle\cos\theta\rangle=\frac{1+2c}{3},\qquad \gamma\equiv\langle\cos^3\theta\rangle=c^3+c^2(1-c)+\frac{3c(1-c)^2}{5}+\frac{(1-c)^3}{7}.$$
Arriving along $e_i$ of the local frame, the state leaves along $Re_j$ with weight $R_{ij}^2$. If $\mathbf V_i^{(n)}$ is the mean direction after $n$ atoms, then $\mathbf V_i^{(n)}=\sum_j\langle R_{ij}^2R\,T_j\rangle\mathbf V_j^{(n-1)}$, with $\mathbf V_j^{(0)}=e_j$ and $T_j$ a dihedral twist about bond $j$. Conjugating $R$ with $S=\mathrm{diag}(\pm1,\pm1,\pm1)$ preserves its distribution, leaves $R_{ij}^2$ alone and multiplies $R_{ab}$ by $s_as_b$, so $\langle R_{ij}^2R_{ab}\rangle=0$ for $a\ne b$. The backward direction uses $R^T$, which has the same distribution, so $C$ depends on $|n|$.

For uniformly random dihedrals the average of $T_j$ projects $\mathbf V_j^{(n-1)}$ on $e_j$, giving $C_{n-1}e_j$. Then $C_n=C_{n-1}\sum_j\langle R_{1j}^3\rangle=\gamma\,C_{n-1}$, the terms $j\neq1$ vanishing by the sign rule, and $C_n=\gamma^n$.

For locked dihedrals, $T_j=1$, the first components evolve with $M_{ij}=\langle R_{ij}^2R_{11}\rangle$ and $C_n=(M^n)_{11}$. Rows and columns of $M$ sum to $\lambda_1$ by orthogonality of $R$, $M_{11}=\gamma$, and axes 2 and 3 are equivalent, so $M_{12}=M_{13}=M_{21}=M_{31}=\mu=(\lambda_1-\gamma)/2$ and $M_{22}+M_{23}=\lambda_1-\mu$. The vector $(1,1,1)$ has eigenvalue $\lambda_1$. On $(2,-1,-1)$ the first component becomes $2\gamma-2\mu$ and the second $3\mu-\lambda_1=\mu-\gamma$, so the eigenvalue is $\lambda_2=\gamma-\mu=(3\gamma-\lambda_1)/2$. Since $e_1=\tfrac13(1,1,1)+\tfrac13(2,-1,-1)$,
$$C_n=\tfrac13\lambda_1^n+\tfrac23\lambda_2^n .$$
For small bends $\gamma\approx1-\tfrac32\langle\theta^2\rangle$, $\lambda_1\approx1-\tfrac12\langle\theta^2\rangle$ and $\lambda_2\approx1-2\langle\theta^2\rangle$. Both laws give $C_n\approx1-\tfrac32n\langle\theta^2\rangle$, the second because $\tfrac13\cdot\tfrac12+\tfrac23\cdot2=\tfrac32$. To leading order in $\langle\theta^2\rangle$ the drop of $\alpha$ relative to $\alpha_0$ is
$$\tfrac32\langle\theta^2\rangle\,\bar n,\qquad \bar n=\frac{1}{\alpha_0}\sum_{b,n}|n|\,K_{b,n}d_bd_{b+n}.$$
Whether $\varepsilon_\infty$ falls depends on the sign of $K$. I have no general proof that $K>0$; numerically it is positive for $|n|\le25$ in both parameter sets below. Given $K>0$ and $0\le C_n<1$, $\alpha$ lies below $\alpha_0$ and not below the $n=0$ terms. That floor, $C_n=\delta_{n0}$, is reached for uniformly distributed $R$, a formal limit in which long and short bonds may overlap.

Q: So the oscillator strength is destroyed down to that floor?

A: It is moved, and the total is conserved. Inserting a complete set, and cancelling occupied pairs as before,
$$\sum_v\langle v|[Q_b,[H,Q_{b'}]]|v\rangle=2\sum_{cv}(E_c-E_v)\,Q_{b,vc}Q_{b',cv}.$$
The inner commutator is $j_{b'}$. For $b'\ne b$ the projector $Q_b$ has the same value at both ends of $b'$ and commutes with $j_{b'}$. For $b'=b$ it is 0 on $\varphi_0$ and 1 on $\varphi_1$, which gives $[Q_b,j_b]=-h_b$. The f-sum $S=4\sum_{cv}(E_c-E_v)|x_{cv}|^2$ is built like $\alpha$ with this kernel, so the terms $n\ne0$ drop out:
$$S=-d_1^2\langle h_s\rangle-d_2^2\langle h_l\rangle ,$$
with spin included in $\langle h_b\rangle$. Bond energies do not depend on the angles, so neither does $S$. Defining $(\hbar\omega_p)^2=e^2S/\varepsilon_0\Omega$ and $\bar E^2=S/\alpha$ gives $\varepsilon_\infty-1=(\hbar\omega_p/\bar E)^2$ with $\omega_p$ fixed, and a fall of $\alpha$ is a rise of the mean transition energy $\bar E$.

The spectral form follows from $Q_{cv}=j_{cv}/(E_c-E_v)$. Label chain eigenstates by $k$ for $c$ and $k'$ for $v$, with $q=k'-k$. Shifting a bond by $p$ cells multiplies $j_{cv}$ by $e^{iqpa}$, so the weight of a pair contains sums such as, for two bonds of the same kind and random dihedrals,
$$\sum_p\gamma^{2|p|}e^{-iqpa}=\frac{1-\gamma^4}{1-2\gamma^2\cos qa+\gamma^4},$$
obtained by adding two geometric series. As $\gamma\to1$ this becomes a delta function at $q=0$, the vertical selection rule. For $\gamma<1$ the weight spreads over pairs with $k\ne k'$, whose lowest energy is still $E_g$.

Q: What are the numbers?

A: Take round model parameters, with lengths of the rough size found in rocksalt-type tellurides: $t_1=2.4$, $t_2=1.6$, $\Delta=0.6$ eV, $d_1=2.8$, $d_2=3.2$ Å, $\Omega=54$ Å$^3$. Then $e^2/\varepsilon_0\Omega=180.951/54=3.3509$ eV/Å$^2$ and $E_g=2\sqrt{0.36+0.64}=2.0$ eV. The chain gap is a model parameter and is not fitted to the gap or the absorption peak of a real film. The edge dipole is $(6.72+5.12)/2.0=5.92$ Å. The isolated short bond has $6.72/4.948=1.358$ Å, a squared ratio of 19. That bond has a wider gap, but at any gap it is bounded by $d_1/2=1.4$ Å.

Diagonalizing an open chain of 400 sites and evaluating $K$ for its central bonds gives, in eV$^{-1}$ for $n=0$ to 4, the values 0.2255, 0.0568, 0.0600, 0.0188, 0.0185 for a short bond and 0.0687, 0.0568, 0.0207, 0.0188, 0.0068 for a long one. The kernel is even in $n$: reflection about a bond centre reverses $\Delta$, which together with the sign freedom of $t$ sends $H\to-H$ and exchanges $c$ with $v$. With $d_1^2=7.84$, $d_2^2=10.24$ and $d_1d_2=8.96$ Å$^2$ the contributions to $\alpha_0$, in Å$^2$/eV, are

- $n=0$: $7.84\times0.2255+10.24\times0.0687=2.47$
- $|n|=1$: $4\times8.96\times0.0568=2.04$
- $|n|=2$: $2(7.84\times0.0600+10.24\times0.0207)=1.36$
- $|n|=3$: $4\times8.96\times0.0188=0.67$
- $|n|=4$: $2(7.84\times0.0185+10.24\times0.0068)=0.43$

These add to 6.97, and the sum over the whole chain is 7.526, so $\varepsilon_\infty=1+3.3509\times7.526=26.2$. The small-gap law gives 7.485, within 0.6% of $\alpha_0$, closer than the expansion guarantees at this gap. At $\omega=45^\circ$, $\gamma=0.540$, and the same terms weighted by $\gamma^{|n|}$ are $2.47+1.10+0.40+0.11+0.04=4.12$, giving $1+3.3509\times4.12=14.8$. The floor is $1+3.3509\times2.47=9.3$.

The same chain has $\langle h_s\rangle=-4.015$ and $\langle h_l\rangle=-1.182$ eV, so $S=7.84\times4.015+10.24\times1.182=43.6$ eV Å$^2$ and $\hbar\omega_p=\sqrt{3.3509\times43.6}=12.1$ eV. In the table $\theta_{\rm rms}$ comes from Gauss–Legendre quadrature over $n_1$, and $f$ is the share of $S$ below 3 eV from the double sum over $k,k'$ on a ring of 600 cells. Both $\bar E$ and $f$ refer to random dihedrals.

| $\omega$ | $\theta_{\rm rms}$ | $\varepsilon_\infty$ random | $\varepsilon_\infty$ locked | $\bar E$ (eV) | $f$ |
|-|-|-|-|-|-|
| 0° | 0° | 26.2 | 26.2 | 2.41 | 0.77 |
| 15° | 12° | 23.8 | 23.8 | 2.53 | 0.70 |
| 30° | 24° | 18.9 | 19.2 | 2.86 | 0.53 |
| 45° | 37° | 14.8 | 15.4 | 3.25 | 0.35 |
| 60° | 49° | 12.3 | 12.8 | 3.60 | 0.24 |
| floor | | 9.3 | | 4.20 | 0.13 |

Two thirds of $\alpha_0$ comes from $n\ne0$ and is exposed to bending. On the tree, with these parameters and rotations of one fixed angle, a ratio of 1.8 needs a root-mean-square bend near 37°, and 12° costs 10% of $\varepsilon_\infty-1$. The small-angle law, with $\bar n=1.60$ and $12.2^\circ=0.213$ rad, gives $1.5\times0.213^2\times1.60=0.11$ for that case. The larger angles crowd the neighbours. A short-bond and a long-bond neighbour of one atom lie $\sqrt{d_1^2+d_2^2+2d_1d_2R_{ij}}$ apart, and $R_{ij}$ reaches $-\sin\omega$, so two like atoms can come within 3.02 Å at $\omega=30^\circ$, less than $d_2$, and within 2.33 Å at $45^\circ$, less than $d_1$. The model has no hopping or repulsion between such atoms. Small angles meet another limit: four bonds around a nearly square ring lead back close to the first atom, where the tree places a different one. All the bent rows therefore show the trend of the formula and not a realistic glass geometry. The table therefore does not show that bending alone accounts for a factor near 2 in a real film. The locked value of $\varepsilon_\infty$ exceeds the random one by about 4% of the random value at 45° and 60° (15.35 against 14.83, 12.78 against 12.27) and by less at the smaller angles in the table; they share $C_1=\gamma$ and part from $n=2$ on. A second set, $t_1=2.2$, $t_2=1.8$, $\Delta=0.3$ eV, has $E_g=1.0$ eV and $\bar n=3.5$. It gives $\varepsilon_\infty=102$, 36 and 17 for aligned, 45° and floor, so the ratios 1.8 and 2.8 of the first set become 2.8 and 6.0: of these two sets, the one with the smaller gap has the longer coherent sum and more to lose.

Q: Amorphous films also lose coordination. And what about the terms you dropped?

A: Breaking the long bonds is a separate mechanism. With $t_2=0$ the gap opens to $2\sqrt{0.36+5.76}=4.95$ eV, $\alpha=4\times1.358^2/4.948=1.49$ Å$^2$/eV and $\varepsilon_\infty=6.0$ at the same $\Omega$. That lies below the floor of the bent network, and the f-sum changes too: the long-bond term $10.24\times1.182=12.1$ is gone, while the short bond strengthens to $\langle h_s\rangle=-2t_1^2/\sqrt{\Delta^2+t_1^2}=-4.657$ eV, so $S$ falls from 43.6 to $7.84\times4.657=36.5$ eV Å$^2$. The two cases have different signatures in this model. Bending with orthogonal triads and no rings keeps the absorption threshold and the f-sum and lowers $f$, while breaking every long bond moves the threshold and lowers the f-sum. If only some long bonds of straight chains are broken at random, long intact pieces remain, with gaps close to $E_g$, so the threshold alone does not separate the two cases. In a real network there are rings, and displaced atoms skew the triads, so bending can move the threshold as well; a narrower gap would work against the fall of $\varepsilon_\infty$. A real glass may combine bending and bond breaking, and the model does not fix the proportion.

A π hopping term $V_\pi(1-\hat d\hat d^T)$ couples $\varphi_n$ to orbitals outside the chain, so the invariance is lost. I evaluated the central-bond response by a sum over the eigenstates of finite trees of 312 atoms, three shells on each side of the bond, with locked dihedrals and $V_\pi/V_\sigma=-0.2$. The ratio $\alpha(45^\circ)/\alpha(0)$ averaged 0.61 over four realizations, which ranged from 0.50 to 0.67. The σ-only average for the same tree size, from the kernel of an eight-site chain, is 0.58. At this one value of $V_\pi$ and this size the reduction persists. Rings let two paths reach the same atom, which the path weights above ignore, and rotations correlated between neighbouring atoms invalidate the factorized averages for $C_n$, though the formula for $\delta N_b$ on a tree still holds for them.

All numerical values are calculated from the stated model.
